# Motionally narrowed valley relaxation of excitons in a twofold-winding exchange field

**Q.** You claim that electron–hole exchange relaxes the exciton valley. The two valleys are far apart in the Brillouin zone. What couples them, and why should the coupling wind twice?

**A.** The Coulomb interaction between transition dipoles couples them. Take bright excitons in valleys K and K′ with centre-of-mass momentum \(\mathbf Q=Q(\cos\varphi,\sin\varphi)\). Threefold symmetry makes their in-plane transition dipoles circular: \(e\ell\,\mathbf d_K\) and \(e\ell\,\mathbf d_{K'}\), with \(\mathbf d_K=(1,i)\) and \(\mathbf d_{K'}=(1,-i)\). Then

\[
\mathbf Q\cdot\mathbf d_K=Qe^{i\varphi},\qquad \mathbf Q\cdot\mathbf d_{K'}=Qe^{-i\varphi}.
\]

A polarisation wave \(\mathbf P\) carries charge \(\rho=-i\mathbf Q\cdot\mathbf P\). In a medium of dielectric constant \(\kappa\), a sheet charge \(\rho\) produces the in-plane potential \(V=\rho/(2\varepsilon_0\kappa Q)\). The layers also respond: with sheet polarisability \(\alpha\) they add the charge \(-\alpha Q^2V\). Hence

\[
V=\frac{\rho-\alpha Q^2V}{2\varepsilon_0\kappa Q}
\;\Rightarrow\;
V=\frac{\rho}{2\varepsilon_0Q(\kappa+r_0Q)},\qquad r_0=\frac{\alpha}{2\varepsilon_0}.
\]

Here \(\alpha\) excludes the exciton's own resonance, which would otherwise be counted twice. The dipole amplitude of an exciton is multiplied by \(\phi(0)\), its relative wavefunction at zero electron–hole separation. The energy \(\tfrac12\int\rho V\) contains two equal cross terms, which cancel the one-half, so

\[
H_{ab}=\frac{e^2\ell^2|\phi(0)|^2}{2\varepsilon_0Q(\kappa+r_0Q)}(\mathbf Q\cdot\mathbf d_a)^*(\mathbf Q\cdot\mathbf d_b).
\]

The diagonal elements are both \(J=e^2\ell^2|\phi(0)|^2Q/[2\varepsilon_0(\kappa+r_0Q)]\) and do not distinguish the valleys. The off-diagonal one is \(H_{KK'}=Je^{-2i\varphi}\): one phase factor comes from each dipole. Comparing with \(H=\tfrac{\hbar}{2}\boldsymbol\Omega\cdot\boldsymbol\sigma\), whose KK′ element is \(\tfrac{\hbar}{2}(\Omega_x-i\Omega_y)\), gives

\[
\boldsymbol\Omega=\Omega(\cos2\varphi,\sin2\varphi,0),\qquad \hbar\Omega=2J.
\]

**Q.** A Hamiltonian gives precession, which is reversible. Where does relaxation enter?

**A.** Through scattering, which changes \(\varphi\) and therefore the precession axis. Write the density matrix at each momentum as \(\tfrac12(n+\mathbf S\cdot\boldsymbol\sigma)\). \(S_z\) is the valley polarisation; \(S_x,S_y\) are the intervalley coherence. The commutator with \(H\) gives \(\partial_t\mathbf S=\boldsymbol\Omega\times\mathbf S\).

I assume a spatially uniform gas and scattering that is independent of valley, nearly elastic, and dependent only on the angle \(\theta\) turned. With an even rate function \(W(\theta)\), the \(n\)-th angular harmonic of \(\mathbf S\) decays at

\[
\frac1{\tau_n}=\int_0^{2\pi}\frac{d\theta}{2\pi}\,W(\theta)(1-\cos n\theta).
\]

The uniform part, \(n=0\), is untouched by collisions. With \(S_+=S_x+iS_y\), the cross product reads

\[
\partial_tS_+=\Omega_yS_z-i\Omega_xS_z=-i\Omega e^{2i\varphi}S_z,
\]
\[
\partial_tS_z=\Omega_xS_y-\Omega_yS_x=\Omega\,\mathrm{Im}(e^{-2i\varphi}S_+),
\]

to which the collision terms are added.

**Q.** Then start with polarisation alone. Does the hierarchy of harmonics ever close?

**A.** It closes at once. A uniform \(S_z=z(t)\) generates only \(S_+=-iA(t)e^{2i\varphi}\), and this returns only a uniform \(S_z\):

\[
\dot A=\Omega z-\frac A{\tau_2},\qquad \dot z=-\Omega A.
\]

Differentiate the second equation, insert the first, and use \(\Omega A=-\dot z\):

\[
\ddot z=-\Omega^2z+\frac{\Omega A}{\tau_2}
\;\Rightarrow\;
\ddot z+\frac{\dot z}{\tau_2}+\Omega^2z=0.
\]

For \(z\propto e^{-\gamma t}\) this becomes \(\gamma^2-\gamma/\tau_2+\Omega^2=0\). The slow root is

\[
\gamma_z=\frac{1-\sqrt{1-4\Omega^2\tau_2^2}}{2\tau_2}
\simeq\Omega^2\tau_2(1+\Omega^2\tau_2^2),\qquad \Omega\tau_2\ll1.
\]

This is motional narrowing: more frequent scattering means slower relaxation. For isotropic scattering all \(\tau_n=\tau\), and the rate can be counted directly. Between collisions the spin turns by \(\delta=\Omega t\). For exponentially distributed free times \(\langle t^2\rangle=2\tau^2\), so \(S_z\) loses the fraction \(\langle\delta^2\rangle/2=\Omega^2\tau^2\) per collision. There are \(1/\tau\) collisions per unit time, hence the rate \(\Omega^2\tau\).

In the other limit, \(2\Omega\tau_2>1\), the root is complex and the polarisation oscillates inside the envelope \(e^{-t/2\tau_2}\). Scattering then speeds up the loss.

**Q.** Coherence feels the same field and the same collisions. Why should it not decay at the same rate?

**A.** Let us solve it. A uniform \(S_+=s\) excites \(S_z\) in harmonics \(\pm2\), and these excite \(S_+\) in harmonic 4. Take

\[
S_z=be^{-2i\varphi}+b^*e^{2i\varphi},\qquad S_+=s+pe^{4i\varphi}.
\]

Since \(\mathrm{Im}X=(X-X^*)/2i\), the coefficient of \(e^{-2i\varphi}\) in \(\mathrm{Im}(e^{-2i\varphi}S_+)\) is \((s-p^*)/2i\). No further harmonic appears. With \(b=-i\beta\) and \(q=p^*\), the equations are

\[
\dot s=-\Omega\beta,\qquad
\dot\beta=-\frac\beta{\tau_2}+\frac\Omega2(s-q),\qquad
\dot q=\Omega\beta-\frac q{\tau_4}.
\]

For a common decay \(e^{-\gamma t}\), the first and third give \(s=\Omega\beta/\gamma\) and \(q=\Omega\beta/(1/\tau_4-\gamma)\). The second then requires

\[
\frac1{\tau_2}-\gamma=\frac{\Omega^2}{2}\left[\frac1\gamma-\frac1{1/\tau_4-\gamma}\right].
\]

At leading order the slow root has \(1/\tau_2=\Omega^2/2\gamma\), so \(\gamma_x=\Omega^2\tau_2/2\). To get the next order, put this value into the small terms:

\[
\frac{\Omega^2}{2\gamma_x}\simeq\frac1{\tau_2}-\frac{\Omega^2\tau_2}{2}+\frac{\Omega^2\tau_4}{2},
\]
\[
\gamma_x\simeq\frac{\Omega^2\tau_2}{2}\left[1+\frac{\Omega^2\tau_2(\tau_2-\tau_4)}2\right].
\]

The equations are linear in complex \(s\), so \(S_x\) and \(S_y\) decay alike. Dividing the two rates,

\[
\frac{\gamma_z}{\gamma_x}\simeq2\left[1+\frac{\Omega^2\tau_2(\tau_2+\tau_4)}2\right].
\]

**Q.** The algebra gives two, but I do not see the reason for it. Is it the winding number?

**A.** The reason is geometric. A field component cannot rotate the spin component parallel to itself. For fast scattering, the anisotropic part of \(\mathbf S\) follows the uniform part \(\bar{\mathbf S}\) as \(\tau_2\boldsymbol\Omega\times\bar{\mathbf S}\). Averaging the torque over angle gives

\[
\partial_t\bar{\mathbf S}=\tau_2\langle\boldsymbol\Omega\times(\boldsymbol\Omega\times\bar{\mathbf S})\rangle
=\tau_2\left[\langle\boldsymbol\Omega(\boldsymbol\Omega\cdot\bar{\mathbf S})\rangle-\Omega^2\bar{\mathbf S}\right].
\]

For \(\bar{\mathbf S}\) along \(z\) the first term vanishes, and both field components contribute to the loss. For \(\bar{\mathbf S}\) along \(x\) it returns \(\langle\Omega_x^2\rangle=\Omega^2/2\), so only \(\Omega_y\) acts.

The winding number selects the scattering time. A field winding once would give \(\tau_1\) in place of \(\tau_2\), with the same leading ratio.

**Q.** So anything pointing out of plane would spoil it?

**A.** Not anything. A weak uniform field along \(z\) only makes the coherence precess and leaves both decay rates unchanged at leading order. A field that varies with the direction of momentum does spoil it. Add \(\Omega_z=\Omega_3\cos3\varphi\), a valley splitting permitted by threefold symmetry. Its cross averages with \(\Omega_x,\Omega_y\) vanish, so coherence gains the rate \(\langle\Omega_z^2\rangle\tau_3=\Omega_3^2\tau_3/2\) at leading order, while polarisation gains nothing. The ratio drops below two.

A uniform in-plane splitting \(\hbar\Omega_0\), for example from strain, acts differently. Along \(x\), and with \(\Omega_0\tau\ll1\), it gives

\[
\dot S_z=-\gamma_zS_z+\Omega_0S_y,\qquad \dot S_y=-\gamma_xS_y-\Omega_0S_z,
\]
\[
\gamma=\frac{\gamma_z+\gamma_x}2\pm\sqrt{\frac{(\gamma_z-\gamma_x)^2}4-\Omega_0^2}.
\]

Once \(\Omega_0>(\gamma_z-\gamma_x)/2\), polarisation and one coherence component beat against each other and share one envelope. Two separate decay rates then no longer exist for them.

**Q.** All this is at one energy. A thermal gas has a spread of \(\Omega\). Does the factor survive averaging?

**A.** It depends on how fast energy is exchanged. Take first the linear law \(\Omega\propto Q\), so that \(\Omega^2\tau=\Gamma x\) with \(x=E/k_BT\), constant \(\tau\), and thermal mean \(\Gamma\).

Without energy relaxation, each energy decays independently. In two dimensions the density of states is constant and the weight is \(e^{-x}\):

\[
\frac{S_z(t)}{S_z(0)}=\int_0^\infty e^{-x-\Gamma xt}dx=\frac1{1+\Gamma t},\qquad
\frac{S_x(t)}{S_x(0)}=\frac1{1+\Gamma t/2}.
\]

Neither is exponential. At leading order in \(\Omega\tau\), normalised coherence at time \(2t\) equals normalised polarisation at \(t\). The instantaneous rates, however, have the ratio \(2(1+\Gamma t/2)/(1+\Gamma t)\), which drifts from 2 to 1. A ratio of late slopes would mislead here.

**Q.** And with phonons?

**A.** Acoustic phonons do both jobs. When their energies \(\hbar sq\) are well below \(k_BT\), the squared coupling, proportional to \(q\), cancels the \(1/q\) in the occupation \(k_BT/\hbar sq\), and scattering is isotropic at rate \(1/\tau\), provided the exciton is small compared with the phonon wavelength. The mean square momentum transfer is \(\langle2Q^2(1-\cos\theta)\rangle=2Q^2\), so the mean square energy step is \(2\hbar^2s^2Q^2=4Ms^2E\), where \(M\) is the exciton mass. Half of this, times \(1/\tau\), is the energy diffusion coefficient. In units of \(k_BT\) it equals \(rx\), with

\[
r=\frac{2Ms^2}{k_BT\,\tau}.
\]

The current must vanish for \(f=e^{-x}\), which fixes the drift:

\[
\partial_tf=r\,\partial_x[x(f+\partial_xf)]-\Gamma xf.
\]

Try \(f=e^{-ax-\lambda t}\). Then \(-\lambda=r(1-a)(1-ax)-\Gamma x\). The constant terms give \(\lambda=r(a-1)\), and the terms in \(x\) give \(\Gamma=ra(a-1)=a\lambda\). Therefore

\[
\lambda\left(1+\frac\lambda r\right)=\Gamma,\qquad
\lambda=\frac r2\left(\sqrt{1+\frac{4\Gamma}r}-1\right).
\]

This solution has no node, so it is the slowest mode. Coherence obeys the same law with \(\Gamma/2\). For \(r\gg\Gamma\) the late ratio is \(2(1-\Gamma/2r)\); for \(r\ll\Gamma\), \(\lambda\simeq\sqrt{\Gamma r}\) and the ratio tends to \(\sqrt2\). At \(\Gamma/r=20\), numerical diagonalisation of the energy equation gives 1.481, as does the formula. For the linear law, the factor two in late exponential decay thus needs fast energy relaxation. A field that saturates with \(Q\) eases the condition: at \(\Gamma/r=1\) the linear law gives 1.69, and the screened field of the interlayer example below gives 1.82.

**Q.** Monolayer WSe₂ is the obvious material. Does it satisfy your conditions?

**A.** Not with rough parameters at 100 K. With \(M=0.7\) electron masses, \(\ell=0.19\) nm, Bohr radius 1.2 nm, \(\kappa=4\), \(r_0=4.5\) nm and \(\tau=0.1\) ps, the exchange splitting at thermal momentum is about 20 meV. That gives \(\Omega\tau\approx3\), outside motional narrowing. The splitting is also 2.3 times \(k_BT\), so treating both exchange branches as one energy shell fails too. These numbers use the hydrogen-like contact density \(2/\pi a^2=0.44\) nm⁻². The ground state in the screened potential with the same \(\kappa\) and \(r_0\) and equal masses has about 0.18 nm⁻², which gives 8 meV, \(\Omega\tau\approx1.2\) and \(0.9k_BT\); both conditions still fail. I would not apply these formulas to it.

**Q.** Is there a material where they do apply?

**A.** Interlayer excitons are a candidate, because their transition dipole is weak. Consider WSe₂/hBN/MoSe₂, where the thin spacer reduces the moiré potential. I take rough values: 100 K, \(M=1\) electron mass, \(\tau=0.3\) ps, \(\ell=0.02\) nm, Bohr radius \(a=2\) nm, \(\kappa=4\), \(r_0=8\) nm and \(s=4\) nm/ps. I also assume circular dipoles, no trigonal warping, and layers aligned well enough that the kinetic minimum coincides with the zero of the exchange field. Because the exchange field is weak here, the last two assumptions are demanding, as the final answer shows.

A two-dimensional hydrogen-like ground state has \(|\phi(0)|^2=2/\pi a^2=0.159\) nm⁻². The thermal momentum, where \(E=k_BT=8.62\) meV, is \(Q_T=0.476\) nm⁻¹. Thus, with lengths in nm,

\[
\hbar\Omega=\frac{e^2}{\varepsilon_0}\,\frac{0.159\times0.02^2\times0.476}{4+8\times0.476}=0.070\ \mathrm{meV}.
\]

This corresponds to \(\Omega=0.107\) rad/ps and \(\Omega\tau=0.032\). The next-order ratio is \(2(1+0.032^2)=2.002\), and diagonalising the full angular problem at this momentum also gives 2.002.

At \(Q_T\) the rate is \(0.107^2\times0.3=0.0034\) ps⁻¹. The thermal mean is lower, \(\Gamma=2.87\) ns⁻¹, because screening makes \(\Omega^2\) a concave function of energy. The narrowed times are \(1/\Gamma=348\) ps for polarisation and \(2/\Gamma=696\) ps for coherence.

**Q.** And is energy relaxation fast enough?

**A.** Yes, if acoustic phonons provide all of the assumed scattering: then \(1/r=14\) ps. Elastic scattering from disorder would not relax the energy. With the screened field and energy diffusion, the times become 352 ps and 700 ps, with rate ratio 1.99. The linear law would give \(2(1-14/696)=1.96\). The difference follows from perturbation theory. Setting \(f=e^{-x}g\) turns the relaxation operator into \(r[xg''+(1-x)g']\), whose polynomial modes of degree \(n\) decay at \(nr\). Hence \(\lambda\simeq\Gamma-\sum_{n\ge1}G_n^2/(nr)\), where \(G_n\) couples the uniform mode to mode \(n\) and \(\sum G_n^2\) is the thermal variance of \(\Omega^2\tau\). Screening weakens the energy dependence and so reduces this variance relative to \(\Gamma^2\).

**Q.** How much of this would survive in a real stack?

**A.** Within the model the ratio is firmer than the times; in a real stack it may not survive at all. The dipole length is poorly known, and the rate scales as \(\ell^4\): half the dipole gives 5.6 ns. The value 0.02 nm is an assumption, and the spacer works against it: a rough tunnelling estimate for one hBN layer reduces the dipole by a factor of 4 to 7, so if 0.02 nm holds without a spacer the times exceed 100 ns, far beyond the 5 ns lifetime assumed below. The rate also scales as \(|\phi(0)|^4\), and the hydrogen-like form overestimates the contact density of separated layers: for equal masses and two sheets with \(r_0=4\) nm each, 0.65 to 1 nm apart, the ground state has 0.065 to 0.05 nm⁻², which alone turns 352 ps into 2.1 to 3.4 ns. Spreading the transition charge over an assumed 0.5 nm lengthens the times. A bare factor \(e^{-0.5Q}\) in \(\Omega\), with \(Q\) in nm⁻¹, turns 352 ps into 586 ps, but this overstates the effect: the electrostatics of a uniform 0.5 nm slab gives about 380 ps. Separating the two polarisable layers can work the other way: with two sheets of \(r_0=4\) nm each, 1 nm apart, the time is about 230 ps if the transition charge sits in one layer and about 440 ps if it is shared. All these changes act on polarisation and coherence together.

The ratio itself is threatened by any valley splitting that varies with the direction of momentum and is comparable with the 0.07 meV exchange field. Trigonal warping coefficients of 3 to 4 eV Å³, a rough tight-binding estimate for these bands, give \(\hbar\Omega_3\) of about 0.03 meV at \(Q_T\) if the electron and hole parts subtract and about 0.2 meV if they add. Since \(\Omega_3^2\propto x^3\), hot excitons dominate: the ratio of thermal-mean rates falls to about 1 or about 0.04, and the ratio of late decay rates, with energy diffusion, to about 1.1 or about 0.16. The first case rests on a difference of two rough numbers; at 0.07 meV the late ratio is already about 0.4. Misalignment acts similarly: kinetic minima displaced by \(\pm\mathbf Q_0\) split the valleys by \(2\hbar^2\mathbf Q\cdot\mathbf Q_0/M=4k_BT(QQ_0/Q_T^2)\cos\varphi\). Keeping a single offset, the ratio drops to 1.8 at \(Q_0\approx3\times10^{-4}\) nm⁻¹, a twist of about 0.001° or a lattice mismatch of about 0.002%; a mismatch of 0.1% gives 0.9 meV and shortens coherence at \(Q_T\) to about 3 ps. Static in-plane splitting is a further threat: the two coupled rates merge at only 0.47 µeV, their ratio is already 1.8 at half that value, and clear beats need several times more, so modest strain could replace the two simple decays. Lifetime matters if signals are not divided by population. An assumed 5 ns lifetime adds the same rate to both and lowers the apparent ratio to 1.87.

The free-exciton picture is adequate but not generous. Since \(k_BT\tau/\hbar=3.9\), excitons below about a quarter of \(k_BT\) have \(E<\hbar/\tau\) and are poorly described by a kinetic equation. The largest phonon energy at thermal momentum is \(0.29k_BT\), so elasticity is approximate. Isotropy is approximate too: for equal electron and hole masses the squared exciton form factor \([1+(qa/4)^2]^{-3}\) falls to 0.54 for backscattering at \(Q_T\), which weakens the large energy steps. An assumed residual moiré potential of 1 meV is \(0.12k_BT\); without a spacer it can reach tens of meV, trap the excitons and invalidate the model. At \(10^{10}\) cm⁻² the lowest-state occupation is 0.003, so degeneracy is negligible. Only 0.08% of the excitons lie in the light cone, where retardation alters the exchange field. The interlayer numbers therefore illustrate the model; they do not predict a factor of two for a real stack.

## Calculated quantities

```
Ring test: polarisation/coherence rate ratio: 2.002
Slow energy relaxation (Gamma/r = 20): late ratio: 1.481
Interlayer exciton inputs (rough)
Temperature: 100 K
Exciton mass: 1 electron masses
Scattering time tau: 0.3 ps
Transition dipole length: 0.02 nm
Exciton Bohr radius: 2 nm
Surrounding dielectric constant: 4
Layer screening length r0: 8 nm
Sound velocity: 4 nm/ps
Exciton density: 1e+10 cm^-2
Photon energy: 1.35 eV
Interlayer exciton results
Thermal energy kT: 8.617 meV
Thermal momentum: 0.4756 nm^-1
Contact density |phi(0)|^2: 0.1592 nm^-2
Exchange splitting at thermal momentum: 0.0702 meV
Precession frequency Omega: 0.1066 rad/ps
Omega*tau: 0.03199
Diffusivity: 4.547 cm^2/s
Mean narrowed rate Gamma: 2.873 1/ns
Narrowed polarisation time 1/Gamma: 348.1 ps
Narrowed coherence time 2/Gamma: 696.2 ps
Energy relaxation time 1/r: 14.21 ps
Polarisation time with energy relaxation: 351.9 ps
Coherence time with energy relaxation: 700.1 ps
Ratio of the two decay rates: 1.989
Polarisation time for half the dipole: 5.573 ns
Sizes of neglected effects
Rate ratio at thermal momentum, finite Omega*tau: 2.002
kT*tau/hbar: 3.928
Exchange splitting / kT: 0.008146
Largest phonon energy / kT: 0.2906
Occupation of lowest state: 0.002778
Fraction of excitons in light cone: 0.0008274
Assumed thickness of transition charge: 0.5 nm
Polarisation time with that thickness: 585.9 ps
Assumed residual moire potential: 1 meV
Moire potential / kT: 0.116
Static splitting that starts beats: 0.465 ueV
Assumed exciton lifetime: 5 ns
Rate ratio of unnormalised signals: 1.868
Intralayer WSe2 exciton for contrast (rough)
Mass: 0.7 electron masses
Scattering time: 0.1 ps
Dipole length: 0.19 nm
Bohr radius: 1.2 nm
Layer screening length: 4.5 nm
Exchange splitting: 19.84 meV
Omega*tau: 3.015
Exchange splitting / kT: 2.303
```
